**Peak and centroid of a marker layer sputtered through a mixed zone**

The program treats a thin marker at depth $z_0$ that is sputtered through a completely mixed zone of thickness $w$; $z$ is the eroded depth. The derived profile starts at its peak, $z_0-w$, decays over the length $w$, and has its centroid at $z_0$. An explicit cell-by-cell erosion, which does not use the exponential law, is asserted to reproduce the profile, peak and centroid within small numerical tolerances. For $z_0=25.0$ nm and $w=2.0$ nm, it gives a peak at 23.02 nm, within one cell of the formula, and a centroid at 25.0000 nm. The largest profile error, relative to the peak, falls from 0.0194 with 51 cells in the zone to 0.0099 with 101. Three strengths of diffusive mixing give different peak positions but leave the centroid in place. Further assertions cover unequal sputtering, a shallow marker, a cut tail, finite thickness, roughness, information depth and a changing initial erosion rate.

## Program and output

```python
# Result under test: a thin marker at depth z0, sputtered through a completely
# mixed surface zone of thickness w, gives the profile per unit dose
#   h(z) = exp(-(z - z0 + w)/w)/w  for z >= z0 - w, zero before,
# with its peak at z0 - w and its centroid at z0 (z = eroded depth).
# Independent road: a stack of thin cells is eroded cell by cell, with the
# marker in the zone redistributed by explicit bookkeeping.
# Lengths are in nm; negative shifts point toward the surface.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.stats import exponnorm

w, z0, total_depth = 2.0, 25.0, 90.0
dose = 1.0e13                      # marker atoms per cm2


def erode(layer, cells, mixer=None, ease=1.0):
    """Marker amount removed with each cell; ease = relative removal."""
    zone = layer[:cells].copy()
    removed = np.zeros(len(layer) - cells)
    for n in range(len(removed)):
        if mixer is None:
            zone[:] = zone.mean()
        else:
            zone = mixer @ zone
        removed[n] = ease * zone[0]
        left_behind = zone[0] - removed[n]
        zone[:-1] = zone[1:].copy()
        zone[-1] = layer[n + cells]
        zone[0] += left_behind
    return removed


def marker_stack(cells, first, last):
    """Unit marker dose shared evenly by cells first..last."""
    layer = np.zeros(int(total_depth / w * cells) + cells)
    layer[first:last + 1] = 1.0 / (last + 1 - first)
    return layer


def centroid(z, signal):
    return np.sum(z * signal) / np.sum(signal)


def thin_layer_run(cells):
    step = w / cells
    index = int(round(z0 / step - 0.5))
    assert abs((index + 0.5) * step - z0) < 1e-9
    out = erode(marker_stack(cells, index, index), cells)
    z = (np.arange(len(out)) + 0.5) * step
    late = z > z0 - w + 0.5 * step
    law = np.where(late, np.exp(-(z - z0 + w) / w) / w, 0.0)
    error = np.max(np.abs(out / step - law)) * w
    return step, index, z, out, error


# Complete mixing: profile, peak, centroid, early fraction
M = 101
dz, j, z, out, err_fine = thin_layer_run(M)
err_coarse = thin_layer_run(51)[4]
assert err_fine < 1.1 / M                    # first-order cell error
assert 1.8 < err_coarse / err_fine < 2.2     # vanishes with cell size
assert abs(out.sum() - 1) < 1e-9
peak_sim = z[np.argmax(out)] - z0
cent_sim = centroid(z, out) - z0
assert abs(peak_sim + w) < 1.01 * dz
assert abs(cent_sim) < 1e-6
early_sim = out[:j].sum() + 0.5 * out[j]
early = 1 - np.exp(-1)
assert abs(early_sim - early) < 1 / M

# Incomplete, diffusive mixing that leaves uniform material uniform
laplace = np.diag(np.full(M, 2.0))
laplace -= np.diag(np.ones(M - 1), 1) + np.diag(np.ones(M - 1), -1)
laplace[0, 0] = laplace[-1, -1] = 1.0
strengths = [0.1, 1.0, 10.0]       # diffusivity / (erosion speed * w)
partial = []
for strength in strengths:
    mixer = np.linalg.inv(np.eye(M) + strength * M * laplace)
    res = erode(marker_stack(M, j, j), M, mixer)
    assert abs(res.sum() - 1) < 1e-8
    partial.append((z[np.argmax(res)] - z0, centroid(z, res) - z0))
    assert abs(partial[-1][1]) < 1e-5
assert 0 > partial[0][0] > partial[1][0] > partial[2][0] > -w

# Marker removed more easily than the matrix
ease = 1.1
ease_shift = w / ease - w
res = erode(marker_stack(M, j, j), M, ease=ease)
assert abs(centroid(z, res) - z0 - ease_shift) < 1e-6

# Marker that starts inside the mixed zone
shallow = 25
shallow_depth = (shallow + 0.5) * dz
res = erode(marker_stack(M, shallow, shallow), M)
shallow_centroid = centroid(z, res)
assert abs(shallow_centroid - w) < dz

# Tail cut at a fraction of the peak
cuts = [0.1, 0.01]
cut_shift = [-w * r * np.log(1 / r) / (1 - r) for r in cuts]
for r, shift in zip(cuts, cut_shift):
    kept = np.where(out >= r * out.max(), out, 0.0)
    assert abs(centroid(z, kept) - z0 - shift) < dz

# Finite layer thickness
half = 12
d_test = (2 * half + 1) * dz
res = erode(marker_stack(M, j - half, j + half), M)
assert abs(z[np.argmax(res)] - z0 - (d_test / 2 - w)) < dz
assert abs(centroid(z, res) - z0) < 1e-6
height_test = w / d_test * (1 - np.exp(-d_test / w))
assert abs(res.max() / dz * w - height_test) < 1.5 / M
d = 0.5
thick_peak = d / 2 - w
thick_height = w / d * (1 - np.exp(-d / w))

# Symmetric Gaussian roughness
sigma = 0.5
reach = int(6 * sigma / dz)
kernel = np.exp(-0.5 * (np.arange(-reach, reach + 1) * dz / sigma) ** 2)
blurred = np.convolve(out, kernel / kernel.sum(), mode="same")
best = minimize_scalar(
    lambda s: -exponnorm.pdf(s, w / sigma, loc=-w, scale=sigma),
    bounds=(-w - sigma, w), method="bounded", options={"xatol": 1e-8})
rough_peak = best.x
rough_height = -best.fun * w
assert abs(z[np.argmax(blurred)] - z0 - rough_peak) < 2 * dz
assert abs(centroid(z, blurred) - z0) < 1e-6

# Exponential information depth: mixed marker plus marker still buried
info = [0.4, 1.5]
info_shift = [-(w + L) * np.exp(-w / L) for L in info]
for L, shift in zip(info, info_shift):
    seen = quad(lambda x: np.exp(-x / L) / L, 0, w)[0]
    buried = np.where(z < z0 - w + 0.5 * dz,
                      np.exp(-(z0 - z) / L) / L, 0.0)
    signal = out / dz * seen + buried
    assert abs(centroid(z, signal) - z0 - shift) < 0.01

# Faster erosion at the start, depth scale based on the steady rate
extra, fade = 1.0, 1.5
start_shift = -fade * np.log(1 + extra)
apparent = quad(lambda x: 1 / (1 + extra * np.exp(-x / fade)), 0, z0)[0]
assert abs(apparent - z0 - start_shift) < 1e-5

# Concentrations for the example
lattice_cm = constants.physical_constants[
    "lattice parameter of silicon"][0] * 100
si_density = 8 / lattice_cm ** 3
peak_conc = dose / (w * 1e-7)
assert peak_conc / si_density < 0.01         # dilute marker

print(f"marker depth z0: {z0:.1f} nm")
print(f"mixing depth w: {w:.1f} nm")
print(f"marker dose: {dose:.1e} cm^-2")
print(f"silicon atom density: {si_density:.2e} cm^-3")
print(f"peak marker concentration: {peak_conc:.2e} cm^-3")
print(f"peak marker / silicon density: {peak_conc / si_density:.1e}")
print(f"concentration at true depth: {peak_conc / np.e:.2e} cm^-3")
print(f"peak position, formula: {z0 - w:.2f} nm")
print(f"cell thickness in simulation: {dz:.4f} nm")
print(f"peak position, simulation: {z0 + peak_sim:.2f} nm")
print(f"centroid position, simulation: {z0 + cent_sim:.4f} nm")
print(f"largest profile error / peak, {M} cells: {err_fine:.4f}")
print(f"largest profile error / peak, 51 cells: {err_coarse:.4f}")
print(f"fraction removed before z0, formula: {early:.3f}")
print(f"fraction removed before z0, simulation: {early_sim:.3f}")
for strength, (p, c) in zip(strengths, partial):
    print(f"diffusive mixing D/(v w) = {strength:g}: peak shift "
          f"{p:.2f} nm, |centroid shift| {abs(c):.4f} nm")
print(f"relative ease of marker removal k: {ease:.1f}")
print(f"  centroid shift: {ease_shift:.2f} nm")
print(f"shallow marker depth: {shallow_depth:.2f} nm")
print(f"  its centroid, simulation: {shallow_centroid:.2f} nm")
for r, shift in zip(cuts, cut_shift):
    print(f"tail cut at {r:g} of peak: centroid shift {shift:.2f} nm")
print(f"layer thickness d: {d:.1f} nm")
print(f"  peak shift from layer centre: {thick_peak:.2f} nm")
print(f"  peak height / thin-layer height: {thick_height:.3f}")
print(f"roughness (standard deviation): {sigma:.1f} nm")
print(f"  peak shift with roughness: {rough_peak:.2f} nm")
print(f"  peak height / smooth height: {rough_height:.3f}")
for L, shift in zip(info, info_shift):
    print(f"information depth {L:.1f} nm: centroid shift {shift:.3f} nm")
print(f"starting rate / steady rate: {1 + extra:.1f}")
print(f"  decay depth of the excess rate: {fade:.1f} nm")
print(f"  common shift of peak and centroid: {start_shift:.2f} nm")
print("all assertions hold")
```

Output:

```
marker depth z0: 25.0 nm
mixing depth w: 2.0 nm
marker dose: 1.0e+13 cm^-2
silicon atom density: 4.99e+22 cm^-3
peak marker concentration: 5.00e+19 cm^-3
peak marker / silicon density: 1.0e-03
concentration at true depth: 1.84e+19 cm^-3
peak position, formula: 23.00 nm
cell thickness in simulation: 0.0198 nm
peak position, simulation: 23.02 nm
centroid position, simulation: 25.0000 nm
largest profile error / peak, 101 cells: 0.0099
largest profile error / peak, 51 cells: 0.0194
fraction removed before z0, formula: 0.632
fraction removed before z0, simulation: 0.632
diffusive mixing D/(v w) = 0.1: peak shift -0.46 nm, |centroid shift| 0.0000 nm
diffusive mixing D/(v w) = 1: peak shift -1.41 nm, |centroid shift| 0.0000 nm
diffusive mixing D/(v w) = 10: peak shift -1.86 nm, |centroid shift| 0.0000 nm
relative ease of marker removal k: 1.1
  centroid shift: -0.18 nm
shallow marker depth: 0.50 nm
  its centroid, simulation: 1.99 nm
tail cut at 0.1 of peak: centroid shift -0.51 nm
tail cut at 0.01 of peak: centroid shift -0.09 nm
layer thickness d: 0.5 nm
  peak shift from layer centre: -1.75 nm
  peak height / thin-layer height: 0.885
roughness (standard deviation): 0.5 nm
  peak shift with roughness: -1.32 nm
  peak height / smooth height: 0.636
information depth 0.4 nm: centroid shift -0.016 nm
information depth 1.5 nm: centroid shift -0.923 nm
starting rate / steady rate: 2.0
  decay depth of the excess rate: 1.5 nm
  common shift of peak and centroid: -1.04 nm
all assertions hold
```
